# Constant Effective Diffusivity in Vacancy-Limited Frank–Turnbull Diffusion

**Q.** A foreign atom on a lattice site is supposed to be immobile here. What, then, can a diffusivity of substitutional atoms mean?

**A.** It describes how the substitutional profile spreads, not how a substitutional atom hops. Foreign interstitials $A_i$ and vacancies $V$ move, meet and react:

$$A_i+V\rightleftharpoons A_s .$$

The profile of $A_s$ advances because this reaction fills lattice sites further and further from the surface.

Let $C_i$, $C_V$ and $C_s$ be the equilibrium concentrations of $A_i$, $V$ and $A_s$ at the process temperature, with the surface in contact with the dopant source. The actual concentrations are $C_iu$, $C_Vv$ and $C_ss$, so that $u=v=s=1$ is full equilibrium. The depth $x$ is measured from the surface. The crystal starts with its equilibrium vacancies and no foreign atoms: $u=0$, $v=1$, $s=0$. The surface holds $u=v=1$ afterwards.

Temperature and all coefficients are constant. Charge and field effects, bulk vacancy sources, and the kick-out reaction, in which $A_i$ displaces a host atom, are left out.

**Q.** Write the balances. I want to see where the vacancy is counted.

**A.** Let $R$ be the net number of forward reactions per volume and time. With a capture constant $k$ and a dissociation rate $k_r$,

$$R=k\,(C_iu)(C_Vv)-k_rC_ss .$$

$R$ must vanish at $u=v=s=1$, so $kC_iC_V=k_rC_s$, and

$$R=k_rC_s(uv-s).$$

A forward reaction removes one $A_i$ and one $V$, and creates one $A_s$:

$$C_iu_t=P_iu_{xx}-R,\qquad C_Vv_t=P_Vv_{xx}-R,\qquad C_ss_t=R,$$

$$P_i=D_iC_i,\qquad P_V=D_VC_V .$$

Subscripts $t$ and $x$ on $u,v,s$ denote derivatives. I call $P_i$ and $P_V$ transport capacities: a drop of $v$ from 1 to 0 over a length $L$ carries a vacancy flux $P_V/L$.

Adding the vacancy and substitutional balances cancels $R$:

$$(C_Vv+C_ss)_t=P_Vv_{xx}. \tag{1}$$

Every incorporated atom has used one vacancy, and the reaction cannot change the sum of free and used vacancies. Only transport can.

**Q.** Equation (1) has two unknowns. You will now assume equilibrium, but the reaction has a finite rate.

**A.** The third balance says how far from equilibrium the reaction is:

$$uv-s=\frac{s_t}{k_r}.$$

If the profile develops over a time $t$, then $s_t$ is of order $1/t$, and the difference is of order $1/(k_rt)$. The condition is therefore $k_rt\gg1$. At the surface, where $u=v=1$, the balance gives $s=1-e^{-k_rt}$, so the surface also reaches $s=1$ after a few times $1/k_r$.

The condition can also be read as a length. Balancing vacancy transport, of order $P_V/\ell^2$, against the reaction scale $k_rC_s$ gives

$$\ell=\sqrt{\frac{P_V}{k_rC_s}} .$$

For $C_V\ll C_s$ the profile width will turn out to be of order $\sqrt{P_Vt/C_s}=\ell\sqrt{k_rt}$, so $k_rt\gg1$ means a profile much wider than $\ell$. This is not a second requirement: for $C_V\gg C_s$ the profile can be narrower than $\ell$ and $uv-s$ is still of order $1/(k_rt)$. When $k_rt\gg1$,

$$s=uv. \tag{2}$$

**Q.** That is a product, hence nonlinear. If you linearize it about equilibrium, your result holds only near $s=1$, while the profile runs almost down to zero.

**A.** I do not expand about equilibrium. Equation (2) becomes linear if one factor is constant, and when vacancy supply is the bottleneck that factor is $u$. Then $s=v$, however far $v$ lies below 1.

**Q.** You have asserted that $u$ is constant. The reaction consumes interstitials just as fast as vacancies.

**A.** It does, and this equality fixes $u$. Subtract the vacancy balance from the interstitial balance; $R$ cancels again:

$$(C_iu-C_Vv)_t=(P_iu-P_Vv)_{xx}.$$

Take a profile of width $L$ at time $t$, with $L^2\sim Dt$, where $D$ is the still unknown profile diffusivity. Relative to $P_i/L^2$, the two storage terms on the left are of order

$$\frac{C_i/t}{P_i/L^2}\sim\frac{D}{D_i},\qquad \frac{C_V/t}{P_i/L^2}\sim\frac{C_VD}{P_i}.$$

If both are small, $P_iu-P_Vv$ is close to a straight line in $x$. Its slope is set by the exchange of mobile species with the deep crystal. While $A_i$ is still penetrating, to a depth $L_i\gg L$, the slope lowers $u$ by about $L/L_i$ across the profile. This is small, but not necessarily small beside $P_V/P_i$. In a wafer exposed on both faces, the exchange dies out once the mobile species have settled through the whole thickness, and the slope becomes negligible. The line is then a constant, and the surface fixes it at $P_i-P_V$. Rearranging,

$$P_i(1-u)=P_V(1-v),\qquad 1-u=r(1-v),\qquad r=\frac{P_V}{P_i}. \tag{3}$$

When storage is negligible, equal consumption needs equal fluxes, and the species with the larger capacity supplies its flux with a smaller relative drop. Since $0\le 1-v\le1$, the deficit $1-u$ is at most $r$ in this approximation. For $r\ll1$, $u$ is pinned at 1. It is also close to 1 during the earlier penetration, as long as $L\ll L_i$.

**Q.** Then finish the calculation.

**A.** Put $u=1$ in (2), so $v=s$, and insert this in (1):

$$(C_V+C_s)s_t=P_Vs_{xx}.$$

Dividing by the constant $C_V+C_s$ gives $s_t=D_{\rm eff}s_{xx}$ with

$$D_{\rm eff}=\frac{D_VC_V}{C_s+C_V}\simeq\frac{D_VC_V}{C_s}\quad(C_V\ll C_s). \tag{4}$$

The last form is vacancy transport capacity over substitutional solubility. The numerator says how many vacancies can be carried, and the denominator how many sites they must supply. The extra $C_V$ counts vacancies that raise the free population instead of being filled.

The storage estimates can now be checked. The second is $C_VD_{\rm eff}/P_i=rC_V/(C_s+C_V)<r$, so it is small whenever $r$ is. The first requires $D_i\gg D_{\rm eff}$. Together with $r\ll1$, this pins $u$ at 1, which is all that (4) uses. As a formula for the small deficit $1-u$, (3) also needs $C_V\ll C_s$. Otherwise only the fraction $C_s/(C_s+C_V)$ of the supplied vacancies is filled, and the deficit is smaller than (3) says by that factor.

**Q.** What about the vacancies present at the start? Interstitials can fill those without any supply from the surface.

**A.** They produce a uniform background. Where $A_i$ has arrived but surface vacancies have not, the sum in (1) keeps its initial value $C_V$. With $v=s=s_0$,

$$C_Vs_0+C_ss_0=C_V,\qquad s_0=\frac{C_V}{C_s+C_V}.$$

Since $A_i$ runs far ahead of the profile, this capture can be treated as complete at $t=0$ on the profile's scale. The function $f=(s-s_0)/(1-s_0)$ then obeys $f_t=D_{\rm eff}f_{xx}$, with $f=1$ at the surface and $f=0$ initially.

Try $f(\eta)$ with $\eta=x/(2\sqrt{D_{\rm eff}t})$. Then $f_t=-(\eta/2t)f'$ and $f_{xx}=f''/(4D_{\rm eff}t)$, so

$$f''+2\eta f'=0,\qquad f'=-\frac{2}{\sqrt\pi}e^{-\eta^2}.$$

The prefactor follows from $f(0)=1$, $f(\infty)=0$ and $\int_0^\infty e^{-\eta^2}d\eta=\sqrt\pi/2$. Hence $f=\operatorname{erfc}\eta$ and

$$s=s_0+(1-s_0)\operatorname{erfc}\!\left(\frac{x}{2\sqrt{D_{\rm eff}t}}\right). \tag{5}$$

For the dose above background, integration by parts gives $\int_0^\infty\operatorname{erfc}\eta\,d\eta=1/\sqrt\pi$. With $dx=2\sqrt{D_{\rm eff}t}\,d\eta$,

$$Q=C_s\int_0^\infty(s-s_0)\,dx=2C_s(1-s_0)\sqrt{\frac{D_{\rm eff}t}{\pi}}. \tag{6}$$

For $C_V\ll C_s$ this is $Q\simeq2\sqrt{P_VC_st/\pi}$. At fixed $P_V$, a larger solubility brings each value of $s$ closer to the surface but makes the dose larger. The depth of a fixed concentration need not shrink, because that concentration is then a smaller fraction of $C_s$.

**Q.** Give me numbers, and compare them with something that does not already contain your assumptions.

**A.** Take round model parameters: $C_s=10^{17}$, $C_i=10^{15}$ and $C_V=10^{14}\ \mathrm{cm^{-3}}$; $D_i=10^{-6}$ and $D_V=10^{-9}\ \mathrm{cm^2/s}$; $k_r=1\ \mathrm{s^{-1}}$. The wafer is exposed on both faces and has a half-thickness of 250 µm, with zero flux at its midplane. Then

$$P_V=10^{-9}\times10^{14}=10^5,\qquad P_i=10^{-6}\times10^{15}=10^9\ \mathrm{cm^{-1}s^{-1}},$$

so $r=10^{-4}$, and

$$D_{\rm eff}=\frac{10^5}{1.001\times10^{17}}=9.990\times10^{-13}\ \mathrm{cm^2/s}.$$

Leaving out vacancy storage gives $1.000\times10^{-12}\ \mathrm{cm^2/s}$, higher by 0.1%. The reaction length is $\ell=\sqrt{10^5/10^{17}}=10^{-6}$ cm, or 0.01 µm.

After 3600 s, $2\sqrt{D_{\rm eff}t}=1.199$ µm, far more than $\ell$ and far less than the half-thickness. To find where the substitutional concentration is $10^{16}\ \mathrm{cm^{-3}}$, set $s=0.1$ in (5), with $s_0=9.99\times10^{-4}$:

$$\operatorname{erfc}\eta=\frac{0.1-0.000999}{0.999001}=0.0991,\qquad \eta=1.166,$$

so $x=1.166\times1.199=1.40$ µm. Equation (6) gives $Q=6.76\times10^{12}\ \mathrm{cm^{-2}}$.

For comparison, the three balances were integrated numerically at finite $k_r$, imposing neither (2) nor $u=1$. The depth and dose agree with these values to the digits given. The largest difference in $s$ between the numerical profile and (5) is $1.2\times10^{-4}$ on the grid used, measured on the scale where equilibrium is 1. It falls to about $1.0\times10^{-4}$ as the grid is refined, and most of that comes from the finite reaction rate. At 900 s the depth is 0.70 µm and the dose $3.38\times10^{12}\ \mathrm{cm^{-2}}$, half the later values, as $\sqrt t$ requires.

**Q.** Do the two approximations fail by the amounts you estimated?

**A.** Yes. Interstitials spread through the half-thickness in about $(0.025\ \mathrm{cm})^2/D_i=625$ s, but the leftover slope must also fall below $r$, which takes several such times. At 900 s the deficit at 20 µm is still about $5\times10^{-3}$; by 3600 s the exchange has almost died out and (3) applies. By (3), the largest interstitial deficit should be $r(1-s_0)=9.99\times10^{-5}$, or $9.98\times10^{-5}$ with the factor $C_s/(C_s+C_V)$. The numerical solution has $9.99\times10^{-5}$ within the first 20 µm, the last digit including a small remainder of the initial exchange.

For the reaction, differentiate (5) in time, using $\eta_t=-\eta/(2t)$:

$$uv-s=\frac{s_t}{k_r}\simeq\frac{1-s_0}{k_rt}\,\frac{\eta e^{-\eta^2}}{\sqrt\pi}.$$

The maximum lies at $\eta=1/\sqrt2$, where the last fraction is 0.242. At 3600 s this gives $6.7\times10^{-5}$, which is also the numerical value.

**Q.** A close fit to one curve can hide a diffusivity that varies with concentration. Can you extract $D$ without assuming it constant?

**A.** Suppose $s_t=(D(s)s_x)_x$ and $s$ depends on $x/\sqrt t$ alone. Then $s_t=-(x/2t)s_x$. Integrate the equation from $x$ to the deep crystal, where $s_x=0$:

$$-\frac1{2t}\int_x^\infty x's_{x'}\,dx'=-D(s)s_x .$$

Changing the integration variable to $s'$ turns the left side into $\frac1{2t}\int_{s_0}^{s}x\,ds'$. Therefore

$$D(s)=-\frac1{2t}\frac{dx}{ds}\int_{s_0}^{s}x\,ds' .$$

This is the Boltzmann–Matano analysis. Applied to the numerical profile at 3600 s, it gives 9.993, 9.988 and $9.986\times10^{-13}\ \mathrm{cm^2/s}$ at $s=0.2$, 0.5 and 0.8. These lie within 0.05% of (4). At 900 s the deviations are up to about 0.15%. They are smaller at the later time, because most of the deviation comes from the finite reaction rate and falls as $1/(k_rt)$. The last digit of the three values depends on the numerical grid by about one unit.

**Q.** Constancy within a profile does not show that vacancies set the value.

**A.** Changing one parameter at a time does. Doubling $D_V$ multiplies the extracted diffusivity by 2.000. Doubling $C_s$ multiplies it by 0.500. Raising $D_i$ tenfold leaves it unchanged to four digits.

If vacancy transport is switched off, $s$ at 1 µm after 3600 s stays at the background, $9.99\times10^{-4}$. With normal vacancy transport it is 0.239. Plentiful interstitials alone fill just the vacancies already there.

The storage term can also be made visible. Take $C_V/C_s=0.5$ with the same $P_V$, and raise $C_i$ to $10^{17}\ \mathrm{cm^{-3}}$ so that interstitials still fill the many initial vacancies quickly. Equation (4) gives $10^{-12}/1.5=6.67\times10^{-13}\ \mathrm{cm^2/s}$, and the extracted value is $6.66\times10^{-13}$. Dividing by $C_s$ alone would give $10^{-12}$.

**Q.** And if $r$ is not small? Does the diffusivity change in value, or does it cease to be constant?

**A.** In general both. Take $C_i$ and $C_V$ much smaller than $C_s$, so that mobile storage is negligible, and keep the other conditions behind (2) and (3). Then

$$s=uv=v[1-r(1-v)]=rv^2+(1-r)v. \tag{7}$$

Equation (1) becomes $C_ss_t=P_Vv_{xx}$. Since $v_x=(dv/ds)s_x$, the diffusivity is $D(s)=(P_V/C_s)\,dv/ds$. From (7),

$$\frac{ds}{dv}=2rv+1-r,$$

$$(2rv+1-r)^2=4r\left[rv^2+(1-r)v\right]+(1-r)^2=4rs+(1-r)^2 .$$

The positive root applies. For $r\le1$ this is clear from $v\ge0$. For $r>1$, the requirement $u\ge0$ in (3) gives $v\ge1-1/r$, hence $2rv+1-r\ge r-1>0$. So

$$D(s)=\frac{P_V}{C_s}\,\frac1{\sqrt{(1-r)^2+4rs}} . \tag{8}$$

To first order in small $r$, the square root is $1-r+2rs$, and $D(s)\simeq(P_V/C_s)[1+r(1-2s)]$. For $r=10^{-4}$ the diffusivity thus varies by about 0.02% from one end of the profile to the other.

For $r=0.5$ and $P_V/C_s=10^{-12}\ \mathrm{cm^2/s}$, equation (8) gives 1.24, 0.894 and $0.735\times10^{-12}\ \mathrm{cm^2/s}$ at $s=0.2$, 0.5 and 0.8. The numerical solution reproduces these values to the digits given. The diffusivity now falls markedly as concentration rises.

At $r=1$ the formula is $(P_V/C_s)/(2\sqrt s)$. Its divergence at $s\to0$ is not physical: the neglected storage $C_V$ becomes comparable with $C_s\,ds/dv=2C_s\sqrt s$ near $s\sim(C_V/2C_s)^2$, and in a wafer of finite thickness the tails from the two faces may keep $s$ above even that level.

**Q.** Does the opposite limit, $r\to\infty$, at least make sense?

**A.** The square root in (8) tends to $r$, so $D\to P_V/(rC_s)=P_i/C_s$. Vacancies are then pinned and interstitial supply is the bottleneck. The diffusivity is constant again, but it contains the other capacity.

With $r=10$ and the same $P_V/C_s$, this limit is $10^{-13}\ \mathrm{cm^2/s}$. The numerical values at the same three levels are 1.06, 0.995 and $0.940\times10^{-13}$, already close to it. Using $P_V/C_s$ here would be wrong by about a factor of ten. A constant measured diffusivity therefore does not by itself identify vacancies as the limiting species.

**Q.** A crystal may contain dislocations, which can emit vacancies. Does (4) survive that?

**A.** Only while their output within the surface-fed profile is small beside the supply from the surface. Model them by a source $\kappa C_V(1-v)$, which acts when vacancies are undersaturated. With $u=1$ and $v=s$, equation (1) becomes

$$(C_s+C_V)s_t=P_Vs_{xx}+\kappa C_V(1-s).$$

Far from the surface-fed profile, $s_{xx}=0$. The deficit $1-s$ then decays exponentially from $1-s_0$:

$$s=1-(1-s_0)\exp\!\left(-\frac{\kappa C_Vt}{C_s+C_V}\right).$$

For $\kappa=0.01\ \mathrm{s^{-1}}$ and 3600 s, the exponent is $-0.01\times10^{14}\times3600/(1.001\times10^{17})=-0.0360$, and $s=0.0363$. The numerical solution gives 0.0363 at 20 µm, where (5) would leave the background of 0.001. The lattice now fills at a depth that surface vacancies have not reached, and no choice of constant diffusivity in (5) describes both regions.

For the depth of a given concentration, the source can be ignored when $\kappa C_Vt/(C_s+C_V)\ll1$ and that concentration is well above the level the source produces. The dose summed over the whole wafer is more sensitive, because the source fills sites at every depth. The derivation took $u=1$. At low $s$ a moderate drop of $u$ matters little, because the source depends on $v=s/u$, which stays small as long as $u\gg s$. Interstitial transport must keep up with the added consumption at least that well.

**Q.** So what would you check before using the simple ratio $D_VC_V/C_s$?

**A.** First, that $D_VC_V\ll D_iC_i$, and not merely that $D_V$ is smaller than $D_i$: concentrations enter as well. Then that $C_V\ll C_s$, that the reaction is fast on the time and length scales of the profile, and that $A_i$ has run well ahead of it. Finally, that neither bulk sources nor kick-out offers another route to a lattice site. If doping changes the charge states, $C_V$ can vary with position, and the step that made $P_V$ a constant has to be redone. The numerical output below lists the comparisons in full.

## Computed results

```
input C_s = 1.000e+17 cm^-3
input C_i = 1.000e+15 cm^-3
input C_V = 1.000e+14 cm^-3
input D_i = 1.000e-06 cm^2/s
input D_V = 1.000e-09 cm^2/s
input k_r = 1.000e+00 1/s
wafer half-thickness = 250 um
vacancy transport capacity D_V C_V = 1.000e+05 1/(cm s)
interstitial capacity D_i C_i = 1.000e+09 1/(cm s)
capacity ratio r = 1.000e-04
D_V C_V/C_s = 1.00000e-12 cm^2/s
D_eff with vacancy storage = 9.99001e-13 cm^2/s
reaction length = 0.0100 um
target concentration for depth = 1.0e+16 cm^-3
t=900 s: 2 sqrt(D_eff t) = 0.5997 um
  kinetic D at s=0.2,0.5,0.8: 1.0005e-12, 9.9839e-13, 9.9761e-13 cm^2/s
  largest profile error in s = 4.27e-04
  depth formula, kinetic = 0.6994, 0.6994 um
  dose formula, kinetic = 3.3801e+12, 3.3801e+12 cm^-2
t=3600 s: 2 sqrt(D_eff t) = 1.1994 um
  kinetic D at s=0.2,0.5,0.8: 9.9926e-13, 9.9877e-13, 9.9859e-13 cm^2/s
  largest profile error in s = 1.20e-04
  depth formula, kinetic = 1.3987, 1.3987 um
  dose formula, kinetic = 6.7601e+12, 6.7603e+12 cm^-2
background s0 formula, kinetic at 100 um = 9.9900e-04, 9.9932e-04
largest |1-u| within 20 um at 3600 s = 9.99e-05
largest |uv-s| within 20 um at 3600 s = 6.72e-05
D_V doubled: kinetic D changes by factor 1.9999
C_s doubled: kinetic D changes by factor 0.5003
D_i tenfold: kinetic D changes by factor 1.0000
storage test C_V/C_s = 0.50: kinetic D = 6.6643e-13 cm^2/s
  with storage 6.6667e-13, without 1.0000e-12 cm^2/s
finite-r tests: C_i = C_V = 1.0e+11 cm^-3, D_V = 1.0e-06 cm^2/s
r=0.1: kinetic D at s=0.2,0.5,0.8: 1.060e-12, 9.948e-13, 9.404e-13 cm^2/s
  formula: 1.060e-12, 9.950e-13, 9.407e-13 cm^2/s
r=0.5: kinetic D at s=0.2,0.5,0.8: 1.240e-12, 8.942e-13, 7.349e-13 cm^2/s
  formula: 1.240e-12, 8.944e-13, 7.352e-13 cm^2/s
  at 3 um: 1-u = 0.4961, r(1-v) = 0.4961
r=10: kinetic D at s=0.2,0.5,0.8: 1.062e-13, 9.952e-14, 9.404e-14 cm^2/s
  formula: 1.060e-13, 9.950e-14, 9.407e-14 cm^2/s
s at 1 um, 3600 s: D_V=0 9.9900e-04, normal D_V 2.3910e-01
bulk source kappa = 0.010 1/s: s at 20 um, 3600 s
  kinetic 0.03625, formula 0.03629
```
